**Tunnel-splitting zeros of a biaxial spin S = 10 in a hard-axis field**

For H = −D S_z² + E(S_x² − S_y²) − h S_x with D > E > 0 and h = gμ_B B, the two lowest levels are degenerate exactly at h = νh₀, where h₀ = 2√(2E(E+D)) and ν = ±1/2, …, ±(S − 1/2), with d = S − |ν| + 1/2 doublets at each such field. S₁ and S₂ are the spin components along (cos θ, 0, ±sin θ) with cos²θ = 2E/(D+E), P₁ and P₂ project on S₁ > ν and S₂ > ν, and δ is the lowest odd minus the lowest even level under a π rotation about x. The program asserts, at random parameters, the factorized form of H, its tridiagonal elements (off-diagonals in magnitude) in the numerically built S₁ basis and the parity split; for the model parameters it asserts that P₁ commutes with H on the special fields and not off them, that the ranges of P₁ and P₂ are independent, and that the sector ground vectors are positive. It finds the zeros of δ by a blind scan up to the classical saturation h_c = 2(D+E)S with 50-digit refinement, confirms the doublet counts and block energies by diagonalizing the full 21×21 matrix, and tests the factorized product of all even–odd gaps for S = 10 and S = 7/2. For D = 3×10⁻⁵ eV, E = 5×10⁻⁶ eV, g = 2 the output gives h₀ = 3.7417×10⁻⁵ eV (0.3232 T), ten positive zeros from 0.1616 T to 3.0704 T, and δ alternating in sign at integer ν. A 1° tilt toward y lifts the first zero to 2.38×10⁻¹⁵ eV, and a term C(S₊⁴ + S₋⁴) with C = −10⁻¹⁰ eV moves the first two zeros to ν = 0.5176 and 1.5511.

## Program and output

```python
# Result under test. H = -D Sz^2 + E (Sx^2 - Sy^2) - h Sx, D > E > 0, h = g muB B (x hard axis).
# With h0 = 2 sqrt(2E(E+D)) and nu = h/h0, the two lowest levels are exactly degenerate iff
# nu = m0 + 1/2, m0 = -S..S-1, and there are then exactly d = S - |nu| + 1/2 doublets.
# S1, S2 = S.(cos th, 0, +-sin th), cos^2 th = 2E/(D+E); P1, P2 project on S1 > nu, S2 > nu.
# mu: eigenvalue of Sx; sectors: S - mu even or odd; delta = E_odd - E_even (lowest levels).
import numpy as np
from scipy.linalg import expm
from scipy.special import comb
from scipy.constants import physical_constants
from mpmath import mp, mpf

mp.dps = 50
muB = physical_constants['Bohr magneton in eV/T'][0]
S, n, g = 10, 21, 2.0
D, E, C4 = mpf('30e-6'), mpf('5e-6'), mpf('-1e-10')
h0 = 2*mp.sqrt(2*E*(E + D))
hc = 2*(D + E)*S
theta = mp.acos(mp.sqrt(2*E/(D + E)))
Df, Ef, h0f, thf = float(D), float(E), float(h0), float(theta)

m = S - np.arange(n, dtype=float)
Sp = np.diag(np.sqrt(S*(S + 1) - m*(m + 1))[1:], 1)
Sx, Sy, Sz, I = (Sp + Sp.T)/2, (Sp - Sp.T)/2j, np.diag(m), np.eye(n)
def H_def(d, e, h):
    return (-d*Sz@Sz + e*(Sx@Sx - Sy@Sy) - h*Sx).real

def x_sector(s, d, e, h, par):  # diagonal and squared off-diagonal in the Sx basis
    mus = [s - i for i in range(par, int(round(2*s)) + 1, 2)]
    dg = [-e*s*(s+1) + 2*e*u*u - h*u - (d-e)*(s*(s+1) - u*u)/2 for u in mus]
    o2 = [(d-e)**2*((s+u)*(s-u+1)*(s+u-1)*(s-u+2))/16 for u in mus[:-1]]
    return mus, dg, o2
def tri_np(dg, o2):
    o = -np.sqrt(np.array(o2, dtype=float))
    return np.diag(np.array(dg, dtype=float)) + np.diag(o, 1) + np.diag(o, -1)
def eig_mp(A):
    return [A[0, 0]] if A.rows == 1 else sorted(mp.eigsy(A, eigvals_only=True))
def tri_eig_mp(dg, o2):
    A = mp.diag(dg)
    for i, v in enumerate(o2):
        A[i, i+1] = A[i+1, i] = -mp.sqrt(v)
    return eig_mp(A)
def s1_block(d, e, nu, ms):  # derived tridiagonal elements in the S1 basis, ms descending
    s2t2 = 4*(2*e/(d+e))*((d-e)/(d+e))
    dg = [-e*S*(S+1) + (3*e-d)*k*k - 4*e*nu*k for k in ms]
    o2 = [(d+e)**2*s2t2*(k+0.5-nu)**2*(S-k)*(S+k+1)/4 for k in ms[1:]]
    return dg, o2

# factorization, tridiagonal form, symmetries, sector split at random parameters
rng = np.random.default_rng(1)
R = expm(1j*np.pi*(S*I - Sx))
for _ in range(4):
    d = rng.uniform(1, 2); e = d*rng.uniform(0.05, 0.9); nu = rng.uniform(-9, 9)
    t = np.arccos(np.sqrt(2*e/(d+e))); h = nu*2*np.sqrt(2*e*(e+d))
    A1 = np.cos(t)*Sx + np.sin(t)*Sz; A2 = np.cos(t)*Sx - np.sin(t)*Sz
    H = H_def(d, e, h); a, b = A1 - nu*I, A2 - nu*I
    assert np.allclose(H, -e*S*(S+1)*I + (d+e)*((a@b + b@a)/2 - nu**2*I), atol=1e-10)
    U = np.linalg.eigh(A1)[1][:, ::-1]
    T = tri_np(*s1_block(d, e, nu, list(m))); Hu = U.T@H@U
    assert np.allclose(np.abs(Hu), np.abs(T), atol=1e-9) and np.allclose(np.diag(Hu), np.diag(T))
    assert np.allclose(R@H, H@R, atol=1e-9) and np.allclose(R@A1@R.conj().T, A2, atol=1e-10)
    w = np.linalg.eigvalsh(H)
    assert np.allclose(w, np.linalg.eigvalsh(H_def(d, e, -h)), atol=1e-9)
    ws = [np.linalg.eigvalsh(tri_np(*x_sector(S, d, e, h, p)[1:])) for p in (0, 1)]
    assert np.allclose(w, np.sort(np.concatenate(ws)), atol=1e-9)

# projectors, trivial intersection, positivity
U1 = np.linalg.eigh(np.cos(thf)*Sx + np.sin(thf)*Sz)[1][:, ::-1]
U2 = np.linalg.eigh(np.cos(thf)*Sx - np.sin(thf)*Sz)[1][:, ::-1]
coh = np.sqrt(comb(2*S, S+m))*np.cos(thf/2)**(S+m)*np.sin(thf/2)**(S-m)
assert np.allclose((np.cos(thf)*np.diag(m) + np.sin(thf)*Sx)@coh, S*coh)  # Sx-basis matrices
svmin, ovmin = 1.0, 1.0
for k in range(S):
    nu, dd = k + 0.5, S - k
    P1 = U1[:, :dd]@U1[:, :dd].T
    H, Hoff = H_def(Df, Ef, nu*h0f)/Df, H_def(Df, Ef, (nu+0.3)*h0f)/Df
    assert np.abs(H@P1 - P1@H).max() < 1e-10 and np.abs(Hoff@P1 - P1@Hoff).max() > 1e-3
    svmin = min(svmin, np.linalg.svd(np.hstack([U1[:, :dd], U2[:, :dd]]))[1].min())
    for p in (0, 1):
        v = np.linalg.eigh(tri_np(*x_sector(S, Df, Ef, nu*h0f, p)[1:]))[1][:, 0]
        v = v*np.sign(v.sum())
        assert v.min() > 0
        ovmin = min(ovmin, v@coh[p::2])
assert svmin > 1e-9 and ovmin > 1e-3

# classical saturation: minimum on a grid over the sphere
nx, ph = np.meshgrid(np.linspace(-1, 1, 2001), np.linspace(0, np.pi, 61))
for f in (0.9, 1.1):
    ec = S*S*(Ef*nx**2 - (1-nx**2)*(Ef*np.sin(ph)**2 + Df*np.cos(ph)**2)) - f*float(hc)*S*nx
    assert abs(nx.flat[np.argmin(ec)] - min(f, 1.0)) < 2e-3

# blind search for zeros of delta
def lowest_mp(h, par):
    _, dg, o2 = x_sector(S, D, E, h, par)
    x = mpf(np.linalg.eigvalsh(tri_np(dg, o2))[0])
    for _ in range(4):
        p0, p1, q0, q1 = mpf(1), dg[0]-x, mpf(0), mpf(-1)
        for a, b in zip(dg[1:], o2):
            p0, p1, q0, q1 = p1, (a-x)*p1 - b*p0, q1, (a-x)*q1 - p1 - b*q0
        x -= p1/q1
    return x
def delta(h):
    return lowest_mp(h, 1) - lowest_mp(h, 0)
def secant(f, a, b, tol):
    a, b = mpf(a), mpf(b); fa, fb = f(a), f(b)
    for _ in range(30):
        a, fa, b = b, fb, b - fb*(b-a)/(fb-fa)
        if abs(b-a) < tol:
            return b
        fb = f(b)
    raise RuntimeError('no convergence')
def brackets(f, grid):
    sg = np.sign([f(x) for x in grid])
    return [(grid[i], grid[i+1]) for i in range(len(grid)-1) if sg[i] != sg[i+1]]
low = lambda A: np.linalg.eigvalsh(A)[0]
dfl = lambda h: low(tri_np(*x_sector(S, Df, Ef, h, 1)[1:])) - low(tri_np(*x_sector(S, Df, Ef, h, 0)[1:]))
br = brackets(dfl, np.linspace(0, float(hc), 1401))
assert len(br) == S
roots = [secant(delta, a, b, mpf('1e-36')) for a, b in br]
slopes = []
for k, r in enumerate(roots):
    assert abs(r/h0 - (k + mpf(1)/2)) < mpf('1e-28')
    s1, s2 = delta(r + mpf('1e-12'))/mpf('1e-12'), delta(r + mpf('2e-12'))/mpf('2e-12')
    assert abs(s1/s2 - 1) < 1e-5
    slopes.append(s1)
dint = [delta(k*h0) for k in range(S + 1)]
assert all(mp.sign(v) == (-1)**k for k, v in enumerate(dint))

# full 21x21 matrix from the definition, 50 digits
Mp = mp.zeros(n)
for i in range(1, n):
    Mp[i-1, i] = mp.sqrt(S*(S+1) - (S-i)*(S-i+1))
Mx, Md, Mz = (Mp + Mp.T)/2, (Mp - Mp.T)/2, mp.diag([S-i for i in range(n)])
H0 = -D*(Mz*Mz) + E*(Mx*Mx + Md*Md)      # Sy = -i Md, so Sy^2 = -Md^2
rows = []
for k in range(S):
    nu = k + mpf(1)/2
    w = eig_mp(H0 - nu*h0*Mx)
    nd = sum(1 for i in range(n-1) if w[i+1] - w[i] < mpf('1e-40'))
    blk = tri_eig_mp(*s1_block(D, E, nu, list(range(S, k, -1))))
    assert nd == S - k and w[1] - w[0] < mpf('1e-40') and abs(blk[0] - w[0]) < mpf('1e-40')
    assert all(sum(1 for x in w if abs(x-y) < mpf('1e-40')) == 2 for y in blk)
    rows.append((w[0], nd))
assert abs(rows[-1][0] + D*S*S + E*S*(2*S-1)) < mpf('1e-40')
w = eig_mp(H0)
assert abs((w[1]-w[0])/dint[0] - 1) < mpf('1e-25')

# product of all even-odd gaps against the factorized polynomial
for s, d, e, nu in ((10, D, E, '0.37'), (10, D, E, '6.81'), (3.5, mpf(1), mpf('0.7'), '1.29')):
    hh = 2*mp.sqrt(2*e*(e+d)); h = mpf(nu)*hh
    (me, de, oe), (mo, do, oo) = x_sector(s, d, e, h, 0), x_sector(s, d, e, h, 1)
    lhs = mp.fprod(a-b for a in tri_eig_mp(de, oe) for b in tri_eig_mp(do, oo))
    zs = [-s + j + 0.5 for j in range(int(round(2*s)))]
    rhs = mp.fprod(b-a for a in me for b in mo)*mp.fprod((h - z*hh)**int(round(s-abs(z)+0.5)) for z in zs)
    assert abs(lhs/rhs - 1) < mpf('1e-25')

# limits: tilt toward y, and a fourth-order term C4 (S+^4 + S-^4)
phi = mp.pi/180
wt = sorted(mp.eighe(H0 - (h0/2)*(mp.cos(phi)*Mx - mp.mpc(0, 1)*mp.sin(phi)*Md), eigvals_only=True))
tilt = mp.re(wt[1] - wt[0])
assert tilt > mpf('1e-20')
Qe, Qo = mp.zeros(n, S+1), mp.zeros(n, S)
for j in range(S):
    Qe[j, j] = Qe[n-1-j, j] = Qo[j, j] = 1/mp.sqrt(2); Qo[n-1-j, j] = -1/mp.sqrt(2)
Qe[S, S] = 1
M4 = (Mp*Mp)*(Mp*Mp); HC = H0 + C4*(M4 + M4.T)
sec = [(Q.T*HC*Q, Q.T*Mx*Q) for Q in (Qe, Qo)]
assert abs(eig_mp(Qe.T*(H0 - h0*Mx)*Qe)[0] - lowest_mp(h0, 0)) < mpf('1e-40')
secf = [[np.array(A.tolist(), dtype=float) for A in pr] for pr in sec]
dC = lambda h: eig_mp(sec[1][0] - h*sec[1][1])[0] - eig_mp(sec[0][0] - h*sec[0][1])[0]
dCf = lambda h: low(secf[1][0] - h*secf[1][1]) - low(secf[0][0] - h*secf[0][1])
rC = [secant(dC, a, b, mpf('1e-13')) for a, b in brackets(dCf, np.linspace(0, 1.2e-4, 241))[:2]]
assert len(rC) == 2 and abs(rC[0]/h0 - 0.5) > 1e-3 and abs((rC[1]-rC[0])/h0 - 1) > 1e-3

tesla = lambda h: float(h)/(g*muB)
print(f"S = {S}, g = {g:.1f}, D = {Df:.3e} eV, E = {Ef:.3e} eV")
print(f"muB = {muB:.6e} eV/T")
print(f"D+E = {float(D+E):.3e} eV, D-E = {float(D-E):.3e} eV, 3E-D = {float(3*E-D):.3e} eV")
print(f"cos^2 theta = {float(2*E/(D+E)):.6f}, theta = {np.degrees(thf):.3f} deg")
print(f"spacing h0 = {h0f:.6e} eV = {tesla(h0):.5f} T")
print(f"saturation hc = {float(hc):.3e} eV = {tesla(hc):.4f} T")
print(f"last zero / hc = {float(roots[-1]/hc):.4f}")
print(f"zeros found in 0 < h < hc: {len(roots)}; even-odd pairs: {(S+1)*S}; sum of d: {2*sum(r[1] for r in rows)}")
for r, (e0, nd) in zip(roots, rows):
    print(f"zero nu = {float(r/h0):.6f}: h = {float(r):.6e} eV = {tesla(r):.4f} T, E0 = {float(e0):.6e} eV, doublets {nd}")
print(f"largest |nu found - half-odd| = {mp.nstr(max(abs(r/h0-k-0.5) for k, r in enumerate(roots)), 2)}")
for k, v in enumerate(dint):
    print(f"delta(nu = {k}) = {float(v):+.4e} eV")
print(f"slope d delta/dh at first zero = {float(slopes[0]):.4e}, at last zero = {float(slopes[-1]):.4e}")
print(f"smallest singular value of [ran P1, ran P2] = {svmin:.3e}")
print(f"smallest overlap of sector ground state with |S1=S> = {ovmin:.4f}")
print(f"tilt {float(mp.degrees(phi)):.1f} deg toward y at |h| = h0/2: splitting = {float(tilt):.3e} eV")
print(f"C = {float(C4):.1e} eV: delta(h=0) = {float(dC(mpf(0))):+.4e} eV")
print(f"C = {float(C4):.1e} eV: first zeros at nu = {float(rC[0]/h0):.4f} and {float(rC[1]/h0):.4f}")
print("every check passed")
```

Printed output:

```
S = 10, g = 2.0, D = 3.000e-05 eV, E = 5.000e-06 eV
muB = 5.788382e-05 eV/T
D+E = 3.500e-05 eV, D-E = 2.500e-05 eV, 3E-D = -1.500e-05 eV
cos^2 theta = 0.285714, theta = 57.688 deg
spacing h0 = 3.741657e-05 eV = 0.32320 T
saturation hc = 7.000e-04 eV = 6.0466 T
last zero / hc = 0.5078
zeros found in 0 < h < hc: 10; even-odd pairs: 110; sum of d: 110
zero nu = 0.500000: h = 1.870829e-05 eV = 0.1616 T, E0 = -3.007039e-03 eV, doublets 10
zero nu = 1.500000: h = 5.612486e-05 eV = 0.4848 T, E0 = -3.027915e-03 eV, doublets 9
zero nu = 2.500000: h = 9.354143e-05 eV = 0.8080 T, E0 = -3.069677e-03 eV, doublets 8
zero nu = 3.500000: h = 1.309580e-04 eV = 1.1312 T, E0 = -3.132343e-03 eV, doublets 7
zero nu = 4.500000: h = 1.683746e-04 eV = 1.4544 T, E0 = -3.215941e-03 eV, doublets 6
zero nu = 5.500000: h = 2.057912e-04 eV = 1.7776 T, E0 = -3.320513e-03 eV, doublets 5
zero nu = 6.500000: h = 2.432077e-04 eV = 2.1008 T, E0 = -3.446114e-03 eV, doublets 4
zero nu = 7.500000: h = 2.806243e-04 eV = 2.4240 T, E0 = -3.592821e-03 eV, doublets 3
zero nu = 8.500000: h = 3.180409e-04 eV = 2.7472 T, E0 = -3.760736e-03 eV, doublets 2
zero nu = 9.500000: h = 3.554575e-04 eV = 3.0704 T, E0 = -3.950000e-03 eV, doublets 1
largest |nu found - half-odd| = 9.7e-42
delta(nu = 0) = +7.1878e-14 eV
delta(nu = 1) = -7.7988e-14 eV
delta(nu = 2) = +9.9806e-14 eV
delta(nu = 3) = -1.5155e-13 eV
delta(nu = 4) = +2.7602e-13 eV
delta(nu = 5) = -6.1354e-13 eV
delta(nu = 6) = +1.7108e-12 eV
delta(nu = 7) = -6.2567e-12 eV
delta(nu = 8) = +3.2474e-11 eV
delta(nu = 9) = -2.8286e-10 eV
delta(nu = 10) = +7.3843e-09 eV
slope d delta/dh at first zero = -6.1592e-09, at last zero = 9.6885e-05
smallest singular value of [ran P1, ran P2] = 3.624e-04
smallest overlap of sector ground state with |S1=S> = 0.3189
tilt 1.0 deg toward y at |h| = h0/2: splitting = 2.380e-15 eV
C = -1.0e-10 eV: delta(h=0) = +9.7133e-14 eV
C = -1.0e-10 eV: first zeros at nu = 0.5176 and 1.5511
every check passed
```
